# Mean and median lifetime in gamma-clustered dielectric breakdown: test program

```python
# Result under test: for gamma-clustered breakdown,
#   S(t) = [1 + (t/eta)^beta/alpha]^(-alpha),
# with alpha = 1/2 and beta = 3/2, the mean lifetime is infinite and the
# median lifetime is (3/2)^(2/3) eta.
# S: surviving fraction; eta: characteristic time; beta: Weibull slope;
# alpha: clustering parameter; x = t/eta.
# G: defect factor of one sample, gamma-distributed with mean 1, shape alpha.
# For alpha = 1/2, G = Z^2 with Z a standard normal variable.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, gammaln

alpha, beta = 0.5, 1.5
log_g = np.arange(-90.0, 5.0, 0.05)
g_grid = np.exp(log_g)


def survival_mixture(x, a=alpha):
    """Average exp(-G x^beta) over the gamma density by quadrature in ln G."""
    log_weight = a * log_g - a * g_grid + a * np.log(a) - gammaln(a)
    return 0.05 * np.sum(np.exp(log_weight - g_grid * x**beta))


def survival_formula(x, a=alpha):
    return (1 + x**beta / a) ** (-a)


def median_formula(a):
    return (a * np.expm1(np.log(2) / a)) ** (1 / beta)


def mean_formula(a):
    return (a ** (1 / beta) * gamma(1 + 1 / beta)
            * gamma(a - 1 / beta) / gamma(a))


def integrate_log(function, lower, upper):
    """Integral of function(x) dx, carried out in ln x."""
    return quad(lambda v: function(np.exp(v)) * np.exp(v), lower, upper,
                epsabs=1e-10, epsrel=1e-10, limit=400)[0]


# Weakest link: explicit product over many independent cells
g_test, x_test, cells = 0.7, 1.2, 100000
cell_survival = np.full(cells, 1 - g_test * x_test**beta / cells)
assert abs(np.prod(cell_survival) - np.exp(-g_test * x_test**beta)) < 1e-5

# Gamma average, including the special Gaussian form at alpha = 1/2
for a in (0.5, 1.0, 2.0):
    for x in (0.01, 0.3, 1.0, 5.0, 200.0):
        assert abs(survival_mixture(x, a) / survival_formula(x, a) - 1) < 1e-9
gauss = quad(lambda z: 2 * np.exp(-z*z/2 - z*z*x_test**beta)
             / np.sqrt(2*np.pi), 0, 10)[0]
assert abs(gauss - survival_mixture(x_test)) < 1e-8

# Early failures keep the Weibull slope
hazards = [-np.log(survival_mixture(x)) for x in (1e-3, 2e-3)]
early_slope = np.log(hazards[1] / hazards[0]) / np.log(2)
assert abs(early_slope - beta) < 1e-3

# Median by root finding on the quadrature average
for a in (0.5, 1.0, 2.0):
    root = brentq(lambda x: survival_mixture(x, a) - 0.5, 0.1, 10, xtol=1e-12)
    assert abs(root - median_formula(a)) < 1e-8
median_x = brentq(lambda x: survival_mixture(x) - 0.5, 0.1, 10, xtol=1e-12)
assert abs(median_x - 1.5 ** (2 / 3)) < 1e-8
weibull_median = brentq(lambda x: np.exp(-x**beta) - 0.5, 0.1, 10)
weibull_mean = quad(lambda x: np.exp(-x**beta), 0, 20)[0]
assert abs(median_formula(1e6) - weibull_median) < 1e-5
assert abs(weibull_mean - gamma(5 / 3)) < 1e-7

# Finite means on the convergent side, alpha*beta > 1
for a in (1.0, 2.0):
    direct = integrate_log(lambda x: survival_mixture(x, a), -35, 50)
    assert abs(direct / mean_formula(a) - 1) < 1e-7

# Restricted mean: lower bound and growth law on the divergent side
C = 2 ** (-2 / 3) * gamma(5 / 3) * gamma(-1 / 6) / np.sqrt(np.pi)
windows = (10.0, 100.0, 1000.0, 10000.0)
restricted = []
for X in windows:
    value = integrate_log(survival_mixture, -35, np.log(X))
    beyond_one = integrate_log(survival_mixture, 0, np.log(X))
    assert beyond_one >= 4 / np.sqrt(3) * (X**0.25 - 1)
    growth = 2 * np.sqrt(2) * X**0.25 + C
    assert abs(value - growth) < 0.15 * X**-1.25 + 1e-7
    restricted.append(value)

# Cause: remove the cleanest samples, |Z| < delta
cut_results = []
for delta in (1e-3, 1e-6):
    norm = 2 / np.sqrt(2 * np.pi)
    kept = integrate_log(lambda z: norm * np.exp(-z*z/2) * weibull_mean
                         * z ** (-4 / 3), np.log(delta), np.log(40))
    law = 3 * norm * gamma(5 / 3) * delta ** (-1 / 3) + C
    assert abs(kept - law) < 1e-4
    removed = quad(lambda z: norm * np.exp(-z*z/2), 0, delta)[0]
    cut_results.append((delta, removed, kept))

# Simulated tests: lifetimes drawn from exponential and normal variables
rng = np.random.default_rng(12345)
typical_mean, typical_median = {}, {}
for n in (64, 4096):
    means, medians = [], []
    for _ in range(16):
        w = rng.standard_exponential((250, n))
        z = rng.standard_normal((250, n))
        life = (w / z**2) ** (1 / beta)
        means.append(life.mean(axis=1))
        medians.append(np.median(life, axis=1))
    typical_mean[n] = np.median(np.concatenate(means))
    typical_median[n] = np.median(np.concatenate(medians))
# The additive constant C is removed before the power law is compared
growth_ratio = (typical_mean[4096] - C) / (typical_mean[64] - C)
expected_ratio = (4096 / 64) ** (1 / 3)
assert abs(growth_ratio / expected_ratio - 1) < 0.15  # sampling noise
assert abs(typical_median[4096] / median_x - 1) < 0.01

# Example: rough regime of an accelerated low-k test
eta_h, spacing_nm, bias_V, temp_K = 100.0, 20.0, 8.0, 373.0
field = 10 * bias_V / spacing_nm  # 1 V/nm = 10 MV/cm

# Neglected effect 1: independent intrinsic wear-out with slope 3
intrinsic = []
for eta_i_h in (1e4, 1e5):
    u = eta_i_h / eta_h

    def both(x):
        return survival_mixture(x) * np.exp(-(x / u) ** 3)
    mean_i = integrate_log(both, -35, np.log(5 * u))
    law = 2 * np.sqrt(2) * u**0.25 * gamma(1 + 1 / 12) + C
    assert abs(mean_i - law) < 2e-3
    median_i = brentq(lambda x: both(x) - 0.5, 0.1, 10, xtol=1e-12)
    assert abs(median_i / median_x - 1) < 1e-3
    intrinsic.append((eta_i_h, mean_i, median_i))

# Neglected effect 2: normal spacing variation between samples
spacing_sd_nm, field_acc = 0.5, 4.0  # nm, cm/MV


def median_with_spacing(order):
    nodes, weights = np.polynomial.hermite.hermgauss(order)
    s = spacing_nm + np.sqrt(2) * spacing_sd_nm * nodes
    scale = np.exp(-field_acc * (10 * bias_V / s - field))
    weights = weights / np.sqrt(np.pi)
    return brentq(lambda x: weights @ survival_formula(x / scale) - 0.5,
                  0.1, 10, xtol=1e-12)


median_s = median_with_spacing(40)
assert abs(median_s - median_with_spacing(24)) < 1e-5

# Neglected effect 3: temperature error, Arrhenius acceleration
activation_eV, temp_error_K = 0.5, 5.0
thermal_factor = np.exp(activation_eV * q_e / k_B
                        * (1 / (temp_K + temp_error_K) - 1 / temp_K))

print(f"clustering parameter alpha = {alpha}, Weibull slope beta = {beta}")
print(f"tail exponent alpha*beta = {alpha * beta:.2f}")
print(f"threshold alpha for a finite mean = {1 / beta:.4f}")
print(f"median = {median_x:.4f} eta")
print(f"failed fraction at t = eta: {1 - survival_mixture(1.0):.4f}")
print(f"slope of early failures = {early_slope:.4f}")
print(f"unclustered Weibull median = {weibull_median:.4f} eta")
print(f"unclustered Weibull mean = {weibull_mean:.4f} eta")
print(f"mean for alpha = 1: {mean_formula(1.0):.4f} eta")
print(f"mean for alpha = 2: {mean_formula(2.0):.4f} eta")
print(f"growth prefactor = {2 * np.sqrt(2):.4f}, constant C = {C:.4f}")
for delta, removed, kept in cut_results:
    print(f"|Z| < {delta:.0e} removed: sample fraction {removed:.3e}, "
          f"remaining mean contribution {kept:.2f} eta")
print(f"example: eta = {eta_h:.0f} h, spacing = {spacing_nm:.0f} nm, "
      f"bias = {bias_V:.0f} V")
print(f"field = {field:.1f} MV/cm, temperature = {temp_K:.0f} K")
print(f"median lifetime = {median_x * eta_h:.2f} h")
for X, value in zip(windows, restricted):
    print(f"window {X * eta_h:.0f} h: surviving fraction "
          f"{survival_mixture(X):.5f}, restricted mean {value * eta_h:.1f} h")
for n in (64, 4096):
    print(f"simulated tests of {n} samples: typical average "
          f"{typical_mean[n] * eta_h:.0f} h, typical median "
          f"{typical_median[n] * eta_h:.1f} h")
print(f"growth ratio after removing C: simulated {growth_ratio:.2f}, "
      f"power law {expected_ratio:.2f}")
for eta_i_h, mean_i, median_i in intrinsic:
    print(f"intrinsic wear-out (slope 3) at {eta_i_h:.0f} h: mean "
          f"{mean_i * eta_h:.1f} h, median {median_i * eta_h:.3f} h")
print(f"spacing deviation = {spacing_sd_nm} nm, "
      f"field acceleration = {field_acc} cm/MV")
print(f"median with spacing variation = {median_s * eta_h:.2f} h")
print(f"temperature error = {temp_error_K} K, "
      f"activation energy = {activation_eV} eV")
print(f"median at the higher temperature = "
      f"{median_x * eta_h * thermal_factor:.2f} h")
print("all assertions hold")
```

Output:

```
clustering parameter alpha = 0.5, Weibull slope beta = 1.5
tail exponent alpha*beta = 0.75
threshold alpha for a finite mean = 0.6667
median = 1.3104 eta
failed fraction at t = eta: 0.4226
slope of early failures = 1.4999
unclustered Weibull median = 0.7832 eta
unclustered Weibull mean = 0.9027 eta
mean for alpha = 1: 2.4184 eta
mean for alpha = 2: 1.2797 eta
growth prefactor = 2.8284, constant C = -2.1730
|Z| < 1e-03 removed: sample fraction 7.979e-04, remaining mean contribution 19.44 eta
|Z| < 1e-06 removed: sample fraction 7.979e-07, remaining mean contribution 213.91 eta
example: eta = 100 h, spacing = 20 nm, bias = 8 V
field = 4.0 MV/cm, temperature = 373 K
median lifetime = 131.04 h
window 1000 h: surviving fraction 0.12476, restricted mean 286.5 h
window 10000 h: surviving fraction 0.02236, restricted mean 677.2 h
window 100000 h: surviving fraction 0.00398, restricted mean 1373.2 h
window 1000000 h: surviving fraction 0.00071, restricted mean 2611.1 h
simulated tests of 64 samples: typical average 1038 h, typical median 130.5 h
simulated tests of 4096 samples: typical average 4878 h, typical median 131.1 h
growth ratio after removing C: simulated 4.06, power law 4.00
intrinsic wear-out (slope 3) at 10000 h: mean 639.9 h, median 131.037 h
intrinsic wear-out (slope 3) at 100000 h: mean 1306.9 h, median 131.037 h
spacing deviation = 0.5 nm, field acceleration = 4.0 cm/MV
median with spacing variation = 131.60 h
temperature error = 5.0 K, activation energy = 0.5 eV
median at the higher temperature = 106.67 h
all assertions hold
```
